# Why Cooling Opens a Window for Phonon Hydrodynamics, and What Closes It

## Definitions and conventions

Phonon hydrodynamics is heat flow in which collisions that conserve crystal momentum set up a common drift before anything destroys it. A collision $1+2\to3$ obeys

$$\mathbf q_1+\mathbf q_2=\mathbf q_3+\mathbf G,\qquad \omega_1+\omega_2=\omega_3 ,$$

with all wavevectors in the first Brillouin zone. It is normal if $\mathbf G=0$ and umklapp if $\mathbf G$ is a nonzero reciprocal-lattice vector.

The model is a simple cubic insulator with lattice spacing $a$, two equal transverse branches (T) and one longitudinal branch (L):

$$\omega_s=\frac{2c_s}{a}\Big[\sum_i\sin^2\frac{q_ia}{2}\Big]^{1/2},\qquad r=\frac{c_L}{c_T}>1,\qquad \Omega=\frac{2c_T}{a}.$$

The allowed channels are T+T→L and T+L→L. Defects are absent until isotopes are added below. Four-phonon processes and frequency shifts are left out.

The cubic energy couples three strains through one modulus $\Lambda$, whose dependence on direction is ignored:

$$H_3=\frac\Lambda2\int\big[(S_a+S_b)^2S_L+(S_a+S_b)S_L^2\big]d^3r .$$

Here $S_a,S_b$ are the strains of the two transverse branches. A phonon has squared displacement amplitude $\hbar/(2\rho V\omega)$, with $\rho$ the density and $V$ the volume. Multiplication by $(\omega/c)^2$ gives its squared strain, $\hbar\omega/(2\rho c^2V)$. The golden rule then gives the equilibrium rate of one event,

$$P=\frac{2\pi\Lambda^2}{\hbar^2V}\prod_{i=1}^3\frac{\hbar\omega_i}{2\rho c_i^2}\;n_1n_2(1+n_3)\,\delta(\omega_1+\omega_2-\omega_3),$$

where $n$ is the Bose function. Counting polarizations, each channel enters as twice the sum over ordered pairs $(\mathbf q_1,\mathbf q_2)$. For T+T→L, the pairs $aa$ and $bb$ give half an ordered sum each and $ab$ gives a whole one.

## Which collisions stop a drift

Let the distribution be $f=1/(e^{x-\psi}-1)$ with $x=\hbar\omega/k_BT$. Then $f/(1+f)=e^{\psi-x}$, and energy conservation cancels the $x$ terms in

$$\frac{\text{forward rate}}{\text{backward rate}}=\frac{f_1f_2(1+f_3)}{(1+f_1)(1+f_2)f_3}=e^{\psi_1+\psi_2-\psi_3}.$$

To first order the net event rate is $P(\psi_1+\psi_2-\psi_3)$. A drift $u$ along $x$ has $\psi=\hbar uq_x/k_BT$, so the bracket equals $\hbar uG_x/k_BT$. It vanishes for normal collisions, which leave the drift untouched.

Since $f\simeq n+n(n+1)\psi$, the drift carries momentum

$$\sum\hbar q_xf=\frac{\hbar^2u}{k_BT}M,\qquad M=\sum q_x^2\,n(n+1).$$

Each net umklapp event removes $\hbar G_x$, so momentum is lost at the rate $(\hbar^2u/k_BT)\sum PG_x^2$. Dividing,

$$\Gamma_U=\frac{\sum PG_x^2}{M}.$$

This is the initial decay rate of a drifting distribution. A numerical test against the full nonlinear collision term confirms the linearization.

## Why umklapp is activated

Take $G_x=2\pi/a$ and measure frequencies in $\Omega$. Since $|q_{3x}|\le\pi/a$, the incoming phonons must satisfy

$$(q_{1x}+q_{2x})a=\pi+2u_0,\qquad 0\le u_0\le\pi/2 .$$

At least one of them has $q_x\ge\pi/(2a)$, half-way to the zone face. This is the sense in which umklapp needs large wavevectors.

The energy cost follows from two bounds. For T+T→L, dropping transverse components can only lower $\omega_1+\omega_2$. What remains, $\sin(q_{1x}a/2)+\sin(q_{2x}a/2)$, is concave, so at fixed total it is least at an end of the allowed interval, where one phonon sits on the zone face:

$$\omega_1+\omega_2\ge1+\sin u_0,\qquad \omega_3\ge r\sin\!\Big(\frac\pi2+u_0\Big)=r\cos u_0 .$$

Both sides of energy conservation equal the event energy $E$, which must exceed both bounds. One bound rises with $u_0$ and the other falls, so the larger of the two is least where they cross:

$$\frac{1+\sin u_0}{\cos u_0}=\tan\!\Big(\frac\pi4+\frac{u_0}2\Big)=r
\;\Rightarrow\; u_0=2\arctan r-\frac\pi2 .$$

Then $\cos u_0=\sin(2\arctan r)=2r/(1+r^2)$, and

$$E_U=\hbar\Omega\,\frac{2r^2}{1+r^2}.$$

The bound is reached by wavevectors along $x$, so it is the true threshold of this channel.

For T+L→L the end values are $1+r\sin u_0$ and $r+\sin u_0$. The second exceeds the first by $(r-1)(1-\sin u_0)\ge0$. The crossing is now $\cos u_0-\sin u_0=1/r$. Because $(\cos u_0-\sin u_0)^2+(\cos u_0+\sin u_0)^2=2$, we have $\cos u_0+\sin u_0=\sqrt{2-1/r^2}$. Adding the two and multiplying by $r/2$ gives the threshold $\hbar\Omega[1+\sqrt{2r^2-1}]/2$. It is the higher one, because $1+r\sin u_0\ge1+\sin u_0$ moves the crossing up. Constrained numerical minimization agrees with both formulas.

At low temperature $n_1n_2(1+n_3)\to e^{-E/k_BT}$. The power in front comes from counting the coordinates near threshold. Let a small displacement raise the incoming energy by $f$ and the outgoing energy by $g$ at fixed $u_0$. Energy conservation shifts $u_0$ by $\delta u$, with $f+\cos u_0\,\delta u=g-r\sin u_0\,\delta u$, so

$$\delta E=f+\cos u_0\,\delta u=\frac{r\sin u_0\,f+\cos u_0\,g}{\cos u_0+r\sin u_0}.$$

Moving the first phonon off the zone face makes $f$ grow linearly. The four transverse components raise $f$ and $g$ quadratically. The linear coordinate contributes a factor $T$ and each quadratic one $T^{1/2}$, so $\sum PG_x^2\propto T^3e^{-E_U/k_BT}$. With linear dispersion $M\propto T^5$: three powers come from $d^3q$ and two from $q_x^2$. Hence, as $T\to0$,

$$\Gamma_U\propto T^{-2}e^{-E_U/k_BT}.$$

## Why normal scattering is not activated

A channel flow or a heat pulse needs normal collisions to relax the flux of momentum, $\phi=q_xv_y$, where $\mathbf v$ is the group velocity. The argument used for $\Gamma_U$, with $\psi\propto\phi$, gives its initial relaxation rate

$$\Gamma_N=\frac{\sum_{\rm normal}P(\phi_1+\phi_2-\phi_3)^2}{\sum\phi^2n(n+1)} .$$

For thermal phonons with linear dispersion, put $q\propto T$. In the numerator $d^3q_1d^3q_2$ gives $T^6$, the vertex $T^3$, the delta function $T^{-1}$ and $\phi^2$ gives $T^2$, in total $T^{10}$. The denominator gives $T^3\cdot T^2=T^5$. Therefore

$$\Gamma_N\propto T^5 .$$

No threshold appears, because three small wavevectors can meet both conservation laws. A lattice calculation in the cold limit gives an exponent of 5.01, and its coefficient agrees with a separate integral for linear dispersion.

Cooling alone is not enough; it has to freeze out the zone-edge phonons. In the classical regime $n\simeq k_BT/\hbar\omega$, so $P\propto T^3$ and both denominators vary as $T^2$. Both rates are then proportional to $T$, and their ratio is constant.

## From two rates to a range of widths

Let the drift vary across a channel as $u(y)$. Streaming drives the distribution in proportion to $\phi\,du/dy$, and normal collisions oppose it. Write $\langle f,g\rangle=\sum n(n+1)fg$, and let $R$ be the normal collision operator, with $\langle\phi,R\phi\rangle=\sum P(\phi_1+\phi_2-\phi_3)^2$. The response is $\psi=-(\hbar/k_BT)(du/dy)R^{-1}\phi$. The momentum flux is then $-(\hbar^2/k_BT)(du/dy)\langle\phi,R^{-1}\phi\rangle$. Dividing by the momentum per unit drift, $\hbar^2M/k_BT$, gives the kinematic viscosity

$$\nu=\frac{\langle\phi,R^{-1}\phi\rangle}{M}\ge\frac{\langle\phi,\phi\rangle^2}{M\langle\phi,R\phi\rangle}=\frac{s^2}{\Gamma_N},\qquad s^2=\frac{\langle\phi,\phi\rangle}{M}.$$

The inequality is Cauchy–Schwarz. The lengths below use $\nu=s^2/\Gamma_N$, a one-moment estimate whose error is examined later.

For a single speed $c$, the angular averages $\overline{n_x^2n_y^2}=1/15$ and $\overline{n_x^2}=1/3$ of the unit vector along $\mathbf q$ give $s^2=c^2/5$. The normal mean free path is therefore defined as $\ell_N=\sqrt5\,s/\Gamma_N$.

A steady temperature gradient supplies a constant drive $A$:

$$0=A-\Gamma_Uu+\nu u''.$$

With diffuse walls, taken as $u(\pm W/2)=0$, the solution is

$$u=\frac{A}{\Gamma_U}\left[1-\frac{\cosh(y/D)}{\cosh(W/2D)}\right],\qquad D=\sqrt{\nu/\Gamma_U}.$$

Averaging over the width,

$$\frac{\bar u}{A/\Gamma_U}=1-\frac{\tanh\xi}{\xi},\qquad \xi=\frac W{2D}.$$

For $\xi\ll1$, $\tanh\xi/\xi\simeq1-\xi^2/3$, so the ratio becomes $W^2/(12D^2)$ and $\bar u=AW^2/(12\nu)$. Umklapp has dropped out: this is Poiseuille flow of phonons. Real diffuse walls allow some slip, $u=b\,|u'|$ at the wall, with $b$ of the order of $\ell_N$. Since $|u'|=AW/(2\nu)$ there, slip multiplies $\bar u$ by $1+6b/W$, which approaches one only for $W\gg6b$. Poiseuille flow needs at least $\ell_N<W$ for a local drift to exist. The condition $W<D$ is used for the other side; it is sufficient to make the walls the main sink of momentum. The room between the two limits is

$$\frac D{\ell_N}=\frac{s}{\sqrt{\Gamma_N\Gamma_U}}\,\frac{\Gamma_N}{\sqrt5\,s}=\sqrt{\frac{\Gamma_N}{5\Gamma_U}} .$$

The window opens at $\Gamma_N=5\Gamma_U$ and widens exponentially on further cooling. At fixed $W$ it also closes again, because the same power law that keeps normal scattering alive makes $\ell_N$ grow roughly as $T^{-5}$ until it exceeds $W$.

Second sound has a similar window in frequency. Energy conservation links the temperature change to the gradient of the drift, and the momentum equation links $\partial_tu+\Gamma_Uu$ to the temperature gradient. Eliminating one of them for a wave $e^{i(kx-\omega t)}$ gives $\omega(\omega+i\Gamma_U)=c_{II}^2k^2$, with $c_{II}$ the second-sound speed. The wave is weakly damped for $\omega\gg\Gamma_U$, and a local drift requires $\omega\ll\Gamma_N$.

## How large the effect is

The example is a model crystal with round parameters: $a=0.30$ nm, $c_T=4000$ m/s, $c_L=6000$ m/s, $\rho=3000$ kg/m³, $\Lambda=300$ GPa and a channel of $W=1$ mm. Then $r=1.5$ and $\hbar\Omega/k_B=203.7$ K, so

$$\frac{E_U}{k_B}=203.7\ \text{K}\times\frac{2(1.5)^2}{1+(1.5)^2}=203.7\ \text{K}\times1.3846=282\ \text{K}.$$

At threshold a transverse phonon on the zone face meets another with $qa=0.79$.

| $T$ (K) | $\Gamma_N$ (1/s) | $\Gamma_U$ (1/s) | $\ell_N$ (mm) | $D$ (mm) |
|---|---|---|---|---|
| 8 | 2.3×10⁶ | 0.26 | 1.8 | 2400 |
| 10 | 7.1×10⁶ | 2.1×10² | 0.58 | 47 |
| 12 | 1.8×10⁷ | 1.6×10⁴ | 0.22 | 3.3 |
| 15 | 5.9×10⁷ | 1.1×10⁶ | 0.068 | 0.22 |
| 20 | 2.9×10⁸ | 6.7×10⁷ | 0.013 | 0.012 |

Between 20 K and 10 K the umklapp rate falls by a factor of $3.2\times10^5$. The low-temperature law predicts

$$2^{-2}\exp\!\Big[282\Big(\frac1{10}-\frac1{20}\Big)\Big]=\frac{e^{14.1}}4\approx3.3\times10^5 .$$

The agreement is partly accidental. In this range both $M$ and $\sum PG_x^2$ change somewhat faster than their limiting laws, and the two excesses nearly cancel in the ratio.

The normal rate falls by 41, somewhat more than $2^5=32$. In this model linear dispersion in an unbounded zone gives $T^5$, so the excess comes from the curved dispersion and the finite zone.

The ratio $\Gamma_N/\Gamma_U$ is 0.28 in the classical limit, 0.96 at 30 K, 4.3 at 20 K and $3.4\times10^4$ at 10 K. The window opens at 19.5 K. For the 1 mm channel the condition $W<D$ is met below 13.2 K and $\ell_N<W$ above 9.0 K. At 10.9 K, $D=13.1$ mm, and without slip the mean drift is $1/(12\times13.1^2)\approx5\times10^{-4}$ of what umklapp alone would allow in bulk. With $\ell_N/W=0.37$, slip raises this by a factor of two to three. The walls still control the flow.

The slope of $\ln\sum PG_x^2$ against $1/k_BT$ gives apparent activation energies of 1.577 and 1.498 $\hbar\Omega$ at $k_BT/\hbar\Omega=0.06$ and 0.03. Linear extrapolation to zero gives 1.419, which is 2.5 % above the derived 1.385 and inside the 6 % tolerance of the test. The $T^3$ prefactor would add $3k_BT$ to $E_U$; the two values correspond to 3.2 and 3.8 $k_BT$. The activation energy is thus supported, while the power in front is not pinned down numerically.

## How far to trust the edges

The one-moment viscosity is too small. Adding $\omega\phi$ as a second trial function raises it by a factor of 2.0 at 10 K, and this is still a lower bound. Since $\ell_N$ scales with $\nu$, it becomes about 1.2 mm there, longer than the channel. The lower edge therefore lies above 10 K, not at 9.0 K. If the same factor holds at 12 K, $\ell_N$ is at least about 0.45 mm and $D$ at least about $3.3\sqrt2\approx4.7$ mm. The 1 mm channel is then well below the upper edge. Its margin at the lower edge is at most a factor of about two, because further trial functions can only raise $\nu$. The factor 2.0 is not converged: for linear dispersion, separate functions of frequency for the transverse and longitudinal branches raise it to about 2.8 to 3. That puts $\ell_N$ near 0.65 mm at 12 K, a margin of about 1.5, and slightly above $W$ at 10.9 K.

The umklapp estimate errs the other way. In steady flow, zone-edge phonons need not follow the drift. With $R$ now including umklapp, the steady loss rate under a force proportional to $q_x$ is $M/\langle q_x,R^{-1}q_x\rangle$, and Cauchy–Schwarz shows that it is at most $\Gamma_U$. A temperature gradient weights the branches differently, but where normal collisions dominate, both drives set up nearly the same drift. There $\Gamma_U$ serves as an upper estimate, and $D$ tends to be underestimated for this reason too.

In this model, soft longitudinal phonons set a deeper limit. A longitudinal phonon $q$ can join a transverse phonon $k$ only if $c_Lq+c_Tk\ge c_L(k-q)$, that is $q\ge k(1-1/r)/2$. Its other process is decay into softer phonons. A soft longitudinal phonon thus has only soft partners. Its rate contains $q^3$ from the vertex, $q^2$ from phase space with the delta function, and $T/q$ from the Bose factors, so it varies as $q^4T$. In $\nu$ its weight $\phi^2n(n+1)$ tends to a constant, and the contribution $\int q^2dq/q^4$ diverges at small $q$.

In an infinite sample of this model with three-phonon scattering alone, then, $\nu$ has no finite value. The result depends on the two transverse branches being equal and isotropic. In a real cubic crystal they split away from the symmetry axes, and a soft longitudinal phonon can lift a thermal phonon from the lower to the upper transverse branch (Herring's process). Its rate then varies as $q^2$, and the integral converges. The rest of this paragraph refers to the model. Walls cut the integral off where the path $c_L/(\text{rate})\sim W$, at $q_c\propto(WT)^{-1/4}$, which leaves a contribution growing as $1/q_c\propto W^{1/4}$. This growth is slow, but it means that $\ell_N$ and $D$ are scales for the thermal phonons that carry most of the momentum, not sharp boundaries.

## Isotopes compete with a power law

Mass disorder destroys momentum without any threshold. Let $g$ be the mean of $(\delta m/m)^2$ over the sites. The perturbation $\frac12\delta m\,\dot{\mathbf u}^2$, with $\dot{\mathbf u}$ the atomic velocity, has matrix element $\hbar\omega(\delta m/m)(\mathbf e\cdot\mathbf e')/2N$ per site, for $N$ sites and polarization vectors $\mathbf e,\mathbf e'$. Squaring, summing over random sites and using the cubic average $|\mathbf e\cdot\mathbf e'|^2\to1/3$,

$$\frac1\tau=\frac{\pi}{6}g\,\omega^2\mathcal D(\omega),\qquad \mathcal D=\frac{a^3\omega^2}{2\pi^2}\sum_s\frac1{c_s^3},$$

where $\mathcal D$ is the long-wave density of states per atom. The rate varies as $\omega^4$, and averaging over thermal phonons gives $\Gamma_I\propto gT^4$. Therefore $\Gamma_N/\Gamma_I\propto T/g$ falls on cooling: isotopes narrow the window just where umklapp has vanished.

At 10.9 K the isotope rate with the long-wave density of states is $1.9\times10^{11}g$ per second, and $\nu=0.30$ m²/s in the one-moment estimate. The average is dominated by frequencies near $0.4\,\Omega$, where the lattice density of states is larger. Using it raises the rate by about 20 %, to $2.3\times10^{11}g$, and lowers the limit below to $1.3\times10^{-6}$, while a larger $\nu$ raises the limit in proportion. Requiring $\sqrt{\nu/\Gamma_I}>W$ gives

$$g<\frac{0.30}{(10^{-3})^2\times1.9\times10^{11}}\approx1.6\times10^{-6}.$$

## What to do about it

**Match width and temperature.** The width that gives equal margins on both sides is $W=\sqrt{\ell_ND}$, and each margin is then $(\Gamma_N/5\Gamma_U)^{1/4}$. In the one-moment estimate this is 0.86 mm with a margin of 3.9 at 12 K, and 5.2 mm with a margin of 9.1 at 10 K. These widths are too small, because the one-moment viscosity is. Since $\ell_N\propto\nu$ and $D\propto\sqrt\nu$, the best width grows as $\nu^{3/4}$ and the margin falls as $\nu^{-1/4}$. A viscosity twice as large therefore calls for a channel about 1.7 times wider and lowers the margin by a factor of about 1.2. A larger pure crystal, measured colder, gives the clearer Poiseuille regime.

**Check purity first.** At a fixed temperature the limit on $g$ tightens as $1/W^2$. If a wider channel is also measured colder, so that $\ell_N/W$ stays the same, then $W\propto T^{-5}$ and $\nu/(W^2\Gamma_I)\propto T$, and the limit tightens only as about $W^{-1/5}$. If $g$ cannot be lowered, cooling still lengthens $\sqrt{\nu/\Gamma_I}\propto T^{-9/2}$, but $\ell_N\propto T^{-5}$ lengthens faster. Once umklapp is negligible beside isotope scattering, further cooling therefore narrows the window. Near the temperature where the two rates are equal, cooling still widens it, because umklapp falls much faster than $T^5$.

**Choose the frequency for second sound.** At 12 K the limits are $1.6\times10^4$ and, in the one-moment estimate, $1.8\times10^7$ s⁻¹; the usable upper limit is lower. This holds provided that walls and isotopes relax momentum more slowly than the chosen frequency.

**Vary the width as a diagnostic.** For $\ell_N\ll W\ll D$ the mean drift approaches growth as $W^2$, apart from the slow correction from soft phonons. When $W$ is only a few times $\ell_N$, slip at the walls makes the growth clearly weaker than $W^2$. Once $W\gg D$ it no longer depends on width.

The numerical output below lists the remaining values, including the sampling errors.

## Table of computed values

```
lattice spacing a = 0.30 nm, density = 3000 kg/m^3
c_T = 4000 m/s, c_L = 6000 m/s, r = 1.50
cubic modulus Lambda = 300 GPa
channel width W = 1.0 mm
Omega = 2.6667e+13 rad/s, hbar*Omega/k_B = 203.7 K
rate scale Gamma_0 = 1.775e+12 1/s
E_U (T+T->L) = 1.3846 hbar*Omega = 282.0 K
threshold T+L->L = 1.4354 hbar*Omega = 292.4 K
threshold partner wavevector q2*a = 0.790 (first phonon: q1*a = 3.142)
apparent activation energy at theta=0.06: 1.577 hbar*Omega
apparent activation energy at theta=0.03: 1.498 hbar*Omega
extrapolated to theta=0: 1.419 hbar*Omega
Gamma_N/(Gamma_0 theta^5): continuum 13.31, lattice 13.28
cold-limit exponents: normal 5.009, isotope 4.019
classical limit of Gamma_N/Gamma_U = 0.279
T[K]  Gamma_N[1/s]  Gamma_U[1/s]  Gamma_N/Gamma_U  l_N[mm]  D[mm]
   8  2.271e+06  2.644e-01  8.592e+06  1.808e+00  2.370e+03
  10  7.073e+06  2.090e+02  3.385e+04  5.768e-01  4.746e+01
  12  1.808e+07  1.628e+04  1.111e+03  2.236e-01  3.333e+00
  15  5.858e+07  1.137e+06  5.151e+01  6.774e-02  2.174e-01
  20  2.905e+08  6.718e+07  4.324e+00  1.300e-02  1.209e-02
  30  2.906e+09  3.034e+09  9.578e-01  1.161e-03  5.080e-04
  60  4.566e+10  1.034e+11  4.415e-01  6.531e-05  1.941e-05
 200  3.782e+11  1.278e+12  2.959e-01  7.699e-06  1.873e-06
cooling 20 K -> 10 K: Gamma_N falls by factor 41.1
cooling 20 K -> 10 K: Gamma_U falls by factor 3.215e+05
sampling error at 10 K: Gamma_N 0.7 %, Gamma_U 1.0 %
viscosity at 10 K, two trial functions / one = 2.021
window opens (Gamma_N = 5 Gamma_U) at T = 19.5 K
upper edge for W (D = W): T = 13.2 K
lower edge for W (l_N = W): T = 9.0 K
mid-window temperature = 10.88 K
mid-window: l_N = 0.372 mm, D = 13.142 mm
mid-window: s = 1818 m/s, viscosity nu = 0.303 m^2/s
mid-window mean flow / bulk flow = 0.0005
same from W^2/(12 D^2) = 0.0005
mid-window isotope rate / g = 1.934e+11 1/s
largest mass variance g with isotope D = W: 1.56e-06
```
